**Two-dimensional S0/S1 branching space from a spin-flip matrix: ethylene**

When two singlets are eigenvectors of one smooth real symmetric matrix H(R), their gap near a crossing is 2√[(g·x)² + (h·x)²] to first order. Here x is the nuclear displacement, W is H projected on the degenerate pair, g is half the gradient of W11 − W22, and h is the gradient of W12. The program builds H for twisted-pyramidalized ethylene from triplet ROHF orbitals in the 6-31G basis, using a spin-complete extension of spin-flip CIS. It asserts that the predicted gaps agree within 5% with direct diagonalization along pyramidalization, twist and a mixed direction, and that the gap grows about quadratically along a seam direction. It also asserts that the lower eigenvector changes sign around a loop enclosing the crossing and not around one beside it, that the spin-flip CIS formula agrees with Slater–Condon rules, and that Brillouin's condition holds for an optimized closed-shell determinant. The output places the crossing at a pyramidalization angle of 112.1°, with |g| = 0.102 and |h| = 0.072 hartree/bohr. At that geometry plain spin-flip CIS still separates its two nearly singlet roots by 0.073 hartree, so the position of the crossing depends strongly on the configurations included.

## Verification by program

```python
# Result under test: if two singlets are eigenvectors of ONE smooth symmetric
# matrix H(R), their gap near a degeneracy is 2*sqrt((g.x)^2 + (h.x)^2), with
# g = grad(W11-W22)/2, h = grad(W12), W = H projected on the degenerate pair.
# Case: twisted-pyramidalized ethylene, 6-31G, triplet ROHF orbitals.
# H holds all Ms=0 determinants with at most one valence hole in the closed
# shells and at most one electron in the virtual shells (spin-complete).
# x: nuclear displacement in bohr; energies in hartree (Eh).
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm, svd
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from pyscf import ao2mo, gto, scf

EV = physical_constants["Hartree energy in eV"][0]
SYMBOLS = ["C", "C", "H", "H", "H", "H"]
CC, CH, HCH_PLANAR = 2.65, 2.05, 117.0


def geometry(pyr, twist, hch):
    """Angles in degrees; the first carbon is the pyramidal one."""
    p, t, a, b = np.radians([pyr, twist, hch / 2, HCH_PLANAR / 2])
    bisector = np.array([0.0, np.sin(p), -np.cos(p)])
    side = np.array([1.0, 0.0, 0.0])
    side2 = np.array([np.cos(t), np.sin(t), 0.0])
    axis = np.array([0.0, 0.0, 1.0])
    c2 = CC * axis
    return np.array([
        np.zeros(3), c2,
        CH * (np.cos(a) * bisector + np.sin(a) * side),
        CH * (np.cos(a) * bisector - np.sin(a) * side),
        c2 + CH * (np.cos(b) * axis + np.sin(b) * side2),
        c2 + CH * (np.cos(b) * axis - np.sin(b) * side2)])


def molecule(coords, spin):
    return gto.M(atom=list(zip(SYMBOLS, coords.tolist())), unit="Bohr",
                 basis="6-31g", spin=spin, verbose=0)


template = molecule(geometry(60, 90, 115), 2)
n = template.nao_nr()
BLOCKS = [slice(0, 2), slice(2, 7), slice(7, 9), slice(9, n)]

# Reflection x -> -x in the atomic-orbital basis (swaps two hydrogens).
mirror = np.zeros((n, n))
start = template.aoslice_by_atom()[:, 2]
image = [0, 1, 3, 2, 4, 5]
for k, label in enumerate(template.ao_labels(fmt=None)):
    atom = label[0]
    mirror[start[image[atom]] + k - start[atom], k] = (
        -1.0 if label[3] == "x" else 1.0)


def couplings(occ):
    """Slater-Condon bookkeeping; spin orbitals: all alpha, then all beta."""
    occ = occ.astype(np.int8)
    full = occ.astype(float)
    distance = np.rint(full[0].sum() - full @ full.T).astype(int)
    before = np.cumsum(occ, axis=1, dtype=int) - occ

    def ends(mask):
        return mask.argmax(1), 2 * n - 1 - mask[:, ::-1].argmax(1)

    i1, j1 = np.where(np.triu(distance == 1))
    d = occ[i1] - occ[j1]
    p, r = (d == 1).argmax(1), (d == -1).argmax(1)
    sign1 = 1 - 2 * ((before[i1, p] + before[j1, r]) % 2)
    spectators = full[j1, :n] + full[j1, n:]
    same_spin = np.where((p < n)[:, None], full[j1, :n], full[j1, n:])
    single = (i1, j1, p % n, r % n, sign1, spectators, same_spin)

    i2, j2 = np.where(np.triu(distance == 2))
    d = occ[i2] - occ[j2]
    p, q = ends(d == 1)
    r, s = ends(d == -1)
    sign2 = 1 - 2 * ((before[i2, p] + before[i2, q]
                      + before[j2, r] + before[j2, s]) % 2)
    direct = sign2 * ((p // n == r // n) & (q // n == s // n))
    exchange = sign2 * ((p // n == s // n) & (q // n == r // n))
    double = (i2, j2, p % n, q % n, r % n, s % n, direct, exchange)
    return full, single, double


def hamiltonian(table, h1, eri):
    occ, single, double = table
    na, nb = occ[:, :n], occ[:, n:]
    tot = na + nb
    coul = np.einsum("ppqq->pq", eri)
    exch = np.einsum("pqqp->pq", eri)
    diag = tot @ np.diag(h1) + 0.5 * (
        ((tot @ coul) * tot).sum(1) - ((na @ exch) * na).sum(1)
        - ((nb @ exch) * nb).sum(1))
    mat = np.diag(diag)
    i, j, p, r, sign, spect, same = single
    j3 = np.einsum("prkk->prk", eri)
    k3 = np.einsum("pkkr->prk", eri)
    val = sign * (h1[p, r] + (spect * j3[p, r]).sum(1)
                  - (same * k3[p, r]).sum(1))
    mat[i, j] = val
    mat[j, i] = val
    i, j, p, q, r, s, direct, exchange = double
    val = direct * eri[p, r, q, s] - exchange * eri[p, s, q, r]
    mat[i, j] = val
    mat[j, i] = val
    return mat


def spin_square(vec, occ):
    """<S^2> = |S_plus psi|^2 for a state with Ms = 0."""
    raised = {}
    for c, row in zip(vec, occ.astype(np.int8)):
        for k in range(n):
            if row[n + k] and not row[k]:
                new = row.copy()
                swaps = int(row[:n + k].sum())
                new[n + k] = 0
                swaps += int(new[:k].sum())
                new[k] = 1
                key = new.tobytes()
                raised[key] = raised.get(key, 0.0) + c * (-1) ** swaps
    return sum(v * v for v in raised.values())


# Determinant list; the open shells are orbitals 7 and 8.
strings = []
for hole in [None, *range(2, 7)]:
    for part in [None, *range(9, n)]:
        nh, npart = int(hole is not None), int(part is not None)
        for act in combinations((7, 8), 1 + nh - npart):
            row = np.zeros(n, dtype=np.int8)
            row[:7] = 1
            row[list(act)] = 1
            if nh:
                row[hole] = 0
            if npart:
                row[part] = 1
            strings.append((nh, npart, row))
dets = [(a[0] + b[0] + a[1] + b[1], np.concatenate([a[2], b[2]]))
        for a in strings for b in strings
        if a[0] + b[0] <= 1 and a[1] + b[1] <= 1]
dets.sort(key=lambda item: item[0])
OCC = np.array([item[1] for item in dets])
TABLE = couplings(OCC)

# Combinations even under alpha <-> beta exchange (no triplets remain).
where = {row.tobytes(): k for k, row in enumerate(OCC)}
rows, cols, vals, reps = [], [], [], []
for k, row in enumerate(OCC):
    partner = where[np.concatenate([row[n:], row[:n]]).tobytes()]
    if k <= partner:
        members = [k] if k == partner else [k, partner]
        for m in members:
            rows.append(m)
            cols.append(len(reps))
            vals.append(len(members) ** -0.5)
        reps.append(k)
T = csr_matrix((vals, (rows, cols)), shape=(len(OCC), len(reps)))
TT = T.T.tocsr()


def mo_integrals(mol, c, eri_ao):
    h1 = c.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ c
    return h1, ao2mo.restore(1, ao2mo.kernel(eri_ao, c), n)


def electronic(coords, frame=None, align=True):
    """Triplet ROHF, then the singlet matrix in a smoothly aligned basis."""
    mol = molecule(coords, 2)
    s, u = eigh(mol.intor("int1e_ovlp"))
    root, inverse = (u * np.sqrt(s)) @ u.T, (u / np.sqrt(s)) @ u.T
    eri_ao = mol.intor("int2e", aosym="s8")
    mf = scf.ROHF(mol)
    mf._eri = eri_ao
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    dm = None
    if frame is not None:
        guess = inverse @ frame
        dm = np.array([guess[:, :9] @ guess[:, :9].T,
                       guess[:, :7] @ guess[:, :7].T])
    mf.kernel(dm0=dm)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    c = mf.mo_coeff[:, np.argsort(-mf.mo_occ, kind="stable")]
    if frame is not None and align:
        c = c.copy()
        for b in BLOCKS:
            left, _, right = svd((root @ c[:, b]).T @ frame[:, b])
            c[:, b] = c[:, b] @ (left @ right)
    h1, eri = mo_integrals(mol, c, eri_ao)
    full = hamiltonian(TABLE, h1, eri)
    mat = TT @ (TT @ full).T
    return SimpleNamespace(H=mat, frame=root @ c, h1=h1, eri=eri,
                           nuc=mol.energy_nuc(), scf=mf.e_tot)


def lowest(mat, count=2):
    return eigh(mat, subset_by_index=[0, count - 1])


def parity_gap(pyr, hch, frame):
    """Lowest mirror-even minus lowest mirror-odd singlet at 90 deg twist."""
    st = electronic(geometry(pyr, 90, hch), frame, align=False)
    par = np.diag(st.frame.T @ mirror @ st.frame)
    assert np.max(np.abs(np.abs(par) - 1)) < 1e-4
    odd_orb = (par < 0).astype(int)
    odd = ((OCC[:, :n] + OCC[:, n:]) @ odd_orb % 2)[reps] == 1
    st.par, st.odd = par, odd
    e_even = lowest(st.H[np.ix_(~odd, ~odd)], 1)[0][0]
    e_odd = lowest(st.H[np.ix_(odd, odd)], 1)[0][0]
    return e_even - e_odd, st


# Locate a crossing along the pyramidalization angle.
bracket = None
for hch in (115.0, 105.0, 95.0, 85.0):
    scan, frame = [], None
    for pyr in (30.0, 50.0, 70.0, 90.0, 110.0, 125.0):
        diff, st = parity_gap(pyr, hch, frame)
        scan.append((pyr, diff))
        if len(scan) > 1 and scan[-2][1] > 0 > diff:
            bracket = (scan[-2][0], pyr)
            break
        frame = st.frame
    if bracket:
        break
assert bracket is not None, "no crossing on the scanned paths"
pyr0 = brentq(lambda a: parity_gap(a, hch, frame)[0], *bracket, xtol=1e-6)
_, ref = parity_gap(pyr0, hch, frame)
R0 = geometry(pyr0, 90, hch)
assert ref.par[7] * ref.par[8] < 0
pair = np.zeros((len(reps), 2))
for col, mask in enumerate((ref.odd, ~ref.odd)):
    pair[mask, col] = lowest(ref.H[np.ix_(mask, mask)], 1)[1][:, 0]
levels = lowest(ref.H, 3)[0]
assert levels[1] - levels[0] < 1e-6 and levels[2] - levels[1] > 1e-3
spins = [spin_square(T @ pair[:, k], OCC) for k in (0, 1)]
assert max(spins) < 1e-6

# Plain spin-flip CIS: response formula against Slater-Condon rules.
flip = []
for i in range(9):
    for a in range(7, n):
        row = np.zeros(2 * n, dtype=np.int8)
        row[:9] = 1
        row[n:n + 7] = 1
        row[i], row[n + a] = 0, 1
        flip.append(row)
flip = np.array(flip)
e_flip, v_flip = eigh(hamiltonian(couplings(flip), ref.h1, ref.eri))
hartree = (np.einsum("pqkk->pq", ref.eri[:, :, :9, :9])
           + np.einsum("pqkk->pq", ref.eri[:, :, :7, :7]))
fa = ref.h1 + hartree - np.einsum("pkkq->pq", ref.eri[:, :9, :9, :])
fb = ref.h1 + hartree - np.einsum("pkkq->pq", ref.eri[:, :7, :7, :])
A = (np.einsum("ij,ab->iajb", np.eye(9), fb[7:, 7:])
     - np.einsum("ij,ab->iajb", fa[:9, :9], np.eye(n - 7))
     - ref.eri[:9, :9, 7:, 7:].transpose(0, 2, 1, 3))
e_formula = np.linalg.eigvalsh(A.reshape(len(flip), len(flip)))
flip_error = np.max(np.abs(e_formula + ref.scf - ref.nuc - e_flip))
assert flip_error < 1e-7
flip_spin = [spin_square(v_flip[:, k], flip) for k in range(4)]


def displaced(x):
    return electronic(R0 + np.reshape(x, (6, 3)), ref.frame)


def gap(x):
    e = lowest(displaced(x).H)[0]
    return e[1] - e[0]


def mean_gap(x):
    return 0.5 * (gap(x) + gap(-x))


# All Cartesian components of g and h by central differences.
step = 0.005
g, h = np.zeros(18), np.zeros(18)
for k in range(18):
    x = np.zeros(18)
    x[k] = step
    dW = pair.T @ (displaced(x).H - displaced(-x).H) @ pair / (2 * step)
    g[k], h[k] = 0.5 * (dW[0, 0] - dW[1, 1]), dW[0, 1]
G, Hn = np.linalg.norm(g), np.linalg.norm(h)
cosine = g @ h / (G * Hn)
drift = max(np.abs(v.reshape(6, 3).sum(0)).max() for v in (g, h))
assert G > 1e-3 and Hn > 1e-3 and abs(cosine) < 1e-2
assert drift < 5e-4


def predicted(x):
    return 2 * np.hypot(g @ x, h @ x)


# Pyramidalization and twist by one degree.
t_pyr = (geometry(pyr0 + 0.5, 90, hch)
         - geometry(pyr0 - 0.5, 90, hch)).ravel()
t_tw = (geometry(pyr0, 90.5, hch) - geometry(pyr0, 89.5, hch)).ravel()
assert abs(h @ t_pyr) < 0.02 * abs(g @ t_pyr)
assert abs(g @ t_tw) < 0.02 * abs(h @ t_tw)
rng = np.random.default_rng(4)
plane = np.linalg.qr(np.array([g, h]).T)[0]
seam = rng.normal(size=18)
seam -= plane @ (plane.T @ seam)
seam /= np.linalg.norm(seam)
mixed = 0.01 * (0.6 * g / G + 0.5 * h / Hn + 0.6 * seam)
checks = []
for name, x in (("pyramidalize 1 deg", t_pyr), ("twist 1 deg", t_tw),
                ("mixed direction", mixed)):
    actual = mean_gap(x)
    checks.append((name, predicted(x), actual))
    assert abs(actual / predicted(x) - 1) < 0.05
seam_gaps = [gap(0.01 * seam), gap(0.02 * seam)]
seam_ratio = seam_gaps[1] / seam_gaps[0]
assert 3.0 < seam_ratio < 5.0
assert seam_gaps[1] < 0.15 * 2 * 0.02 * min(G, Hn)

# Transport of the lower eigenvector around closed loops.
radius = 0.001


def loop(center):
    vectors, gaps, tuning = [], [], []
    for angle in 2 * np.pi * (np.arange(8) + 0.5) / 8:
        x = radius * ((center + np.cos(angle)) * g / G**2
                      + np.sin(angle) * h / Hn**2)
        mat = displaced(x).H
        e, v = lowest(mat)
        W = pair.T @ mat @ pair
        vectors.append(v[:, 0])
        gaps.append(e[1] - e[0])
        tuning.append(W[0, 0] - W[1, 1])
    overlaps = np.array([vectors[k] @ vectors[(k + 1) % 8]
                         for k in range(8)])
    assert np.min(np.abs(overlaps)) > 0.6
    sg = np.sign(tuning)
    return (int(np.prod(np.sign(overlaps))), min(gaps), max(gaps),
            int(np.sum(sg != np.roll(sg, 1))))


around, aside = loop(0.0), loop(2.5)
assert around[0] == -1 and aside[0] == 1
assert around[1] > radius and around[3] == 2 and aside[3] == 0


def closed_shell_fock(h1, eri):
    """Fock matrix and electronic energy, orbitals 0-7 doubly occupied."""
    fock = (h1 + 2 * np.einsum("pqkk->pq", eri[:, :, :8, :8])
            - np.einsum("pkkq->pq", eri[:, :8, :8, :]))
    return fock, np.trace((h1 + fock)[:8, :8])


def optimize_closed_shell(h1, eri):
    """Newton descent on the closed-shell energy with the full Hessian."""
    nv = n - 8
    fock, energy = closed_shell_fock(h1, eri)
    for _ in range(60):
        grad = fock[:8, 8:].ravel()
        ovov = eri[:8, 8:, :8, 8:]
        hess = (np.einsum("ij,ab->iajb", np.eye(8), fock[8:, 8:])
                - np.einsum("ij,ab->iajb", fock[:8, :8], np.eye(nv))
                + 4 * ovov - ovov.transpose(0, 3, 2, 1)
                - eri[:8, :8, 8:, 8:].transpose(0, 2, 1, 3))
        w, v = eigh(hess.reshape(8 * nv, 8 * nv))
        if np.abs(grad).max() < 1e-9:
            break
        move = -v @ ((v.T @ grad) / np.maximum(np.abs(w), 1e-3))
        move *= min(1.0, 0.3 / np.linalg.norm(move))
        for _ in range(12):
            kappa = np.zeros((n, n))
            kappa[8:, :8] = move.reshape(8, nv).T
            kappa[:8, 8:] = -move.reshape(8, nv)
            rot = expm(kappa)
            new_h1, new_eri = rot.T @ h1 @ rot, eri
            for _ in range(4):
                new_eri = np.tensordot(new_eri, rot, axes=(0, 0))
            new_fock, new_energy = closed_shell_fock(new_h1, new_eri)
            if new_energy < energy + 1e-10:
                break
            move = 0.5 * move
        h1, eri, fock, energy = new_h1, new_eri, new_fock, new_energy
    return h1, eri, np.abs(fock[:8, 8:]).max(), w[0]


# Closed-shell reference: coupling to all alpha single excitations.
x_low = 2 * t_pyr + 2 * t_tw
closed = np.zeros(2 * n, dtype=np.int8)
closed[:8] = 1
closed[n:n + 8] = 1
singles = [closed]
for i in range(8):
    for a in range(8, n):
        row = closed.copy()
        row[i], row[a] = 0, 1
        singles.append(row)
single_table = couplings(np.array(singles))
st = displaced(x_low)
lone = 7 if ref.par[7] > 0 else 8
order = np.array([*range(7), lone, 15 - lone, *range(9, n)])
h1_start = st.h1[np.ix_(order, order)]
eri_start = st.eri[np.ix_(order, order, order, order)]
unrelaxed = np.abs(hamiltonian(
    single_table, h1_start, eri_start)[0, 1:]).max()
h1_rhf, eri_rhf, residual, softest = optimize_closed_shell(
    h1_start, eri_start)
assert residual < 1e-8 and softest > 0
brillouin = np.abs(hamiltonian(single_table, h1_rhf, eri_rhf)[0, 1:]).max()
W_low = pair.T @ st.H @ pair
assert brillouin < 1e-5 and unrelaxed > 1e-3
assert abs(W_low[0, 1]) > 100 * brillouin

print(f"C-C, C-H lengths: {CC:.2f}, {CH:.2f} bohr")
print(f"H-C-H planar, pyramidal carbon: {HCH_PLANAR:.1f}, {hch:.1f} deg")
print(f"orbitals, determinants, spin-even functions: "
      f"{n}, {len(OCC)}, {len(reps)}")
for pyr, diff in scan:
    print(f"scan {pyr:5.1f} deg: E(even)-E(odd) = {diff: .5f} Eh")
print(f"crossing pyramidalization angle: {pyr0:.3f} deg")
print(f"energy at crossing: {levels[0] + ref.nuc:.6f} Eh")
print(f"triplet ROHF energy there: {ref.scf:.6f} Eh")
print(f"residual S0-S1 gap: {levels[1] - levels[0]:.1e} Eh")
print(f"third singlet-matrix root above pair: "
      f"{levels[2] - levels[1]:.5f} Eh = {(levels[2] - levels[1]) * EV:.3f} eV")
print(f"odd state, weight of open-shell singlet: {pair[1, 0]**2:.4f}")
lone_col, other_col = (0, 2) if lone == 7 else (2, 0)
print(f"even state, weight of lone-pair squared: {pair[lone_col, 1]**2:.4f}")
print(f"even state, weight of other orbital squared: "
      f"{pair[other_col, 1]**2:.4f}")
print(f"<S^2> of the pair: {spins[0]:.1e}, {spins[1]:.1e}")
print(f"plain SF-CIS formula, largest eigenvalue error: {flip_error:.1e} Eh")
for k in range(4):
    print(f"plain SF-CIS root {k + 1}: {e_flip[k] - e_flip[0]:.5f} Eh, "
          f"<S^2> = {flip_spin[k]:.4f}")
print(f"|g|, |h|: {G:.5f}, {Hn:.5f} Eh/bohr")
print(f"cosine between g and h: {cosine:.1e}")
print(f"largest translation component: {drift:.1e} Eh/bohr")
print(f"pyramidalization: g.t = {g @ t_pyr:.6f}, "
      f"h.t = {h @ t_pyr:.1e} Eh/deg")
print(f"twist: g.t = {g @ t_tw:.1e}, h.t = {h @ t_tw:.6f} Eh/deg")
for name, formula, actual in checks:
    print(f"gap, {name}: formula {formula:.6f}, computed {actual:.6f} Eh")
print(f"seam direction, gap at 0.01, 0.02 bohr: "
      f"{seam_gaps[0]:.3e}, {seam_gaps[1]:.3e} Eh")
print(f"seam gap ratio on doubling the step: {seam_ratio:.3f}")
print(f"loop radius in energy units: {radius:.4f} Eh")
print(f"enclosing loop: sign {around[0]:+d}, "
      f"gap {around[1]:.6f} to {around[2]:.6f} Eh")
print(f"enclosing loop, degeneracies if W12 is deleted: {around[3]}")
print(f"outside loop: sign {aside[0]:+d}, "
      f"gap {aside[1]:.6f} to {aside[2]:.6f} Eh")
print(f"outside loop, degeneracies if W12 is deleted: {aside[3]}")
print("geometry without symmetry: +2 deg pyramidalization, +2 deg twist")
print(f"  largest closed-shell SCF-to-single coupling: {brillouin:.1e} Eh")
print(f"  lowest closed-shell orbital-Hessian eigenvalue: {softest:.5f} Eh")
print(f"  same coupling with triplet orbitals: {unrelaxed:.5f} Eh")
print(f"  spin-flip coupling |W12|: {abs(W_low[0, 1]):.6f} Eh")
print("OK")
```

It prints:

```
C-C, C-H lengths: 2.65, 2.05 bohr
H-C-H planar, pyramidal carbon: 117.0, 105.0 deg
orbitals, determinants, spin-even functions: 26, 942, 472
scan  30.0 deg: E(even)-E(odd) =  0.11563 Eh
scan  50.0 deg: E(even)-E(odd) =  0.09711 Eh
scan  70.0 deg: E(even)-E(odd) =  0.07032 Eh
scan  90.0 deg: E(even)-E(odd) =  0.03739 Eh
scan 110.0 deg: E(even)-E(odd) =  0.00320 Eh
scan 125.0 deg: E(even)-E(odd) = -0.01480 Eh
crossing pyramidalization angle: 112.098 deg
energy at crossing: -77.789979 Eh
triplet ROHF energy there: -77.781415 Eh
residual S0-S1 gap: 2.7e-12 Eh
third singlet-matrix root above pair: 0.17614 Eh = 4.793 eV
odd state, weight of open-shell singlet: 0.9759
even state, weight of lone-pair squared: 0.8400
even state, weight of other orbital squared: 0.0014
<S^2> of the pair: 4.7e-29, 1.1e-29
plain SF-CIS formula, largest eigenvalue error: 1.1e-13 Eh
plain SF-CIS root 1: 0.00000 Eh, <S^2> = 1.9381
plain SF-CIS root 2: 0.00605 Eh, <S^2> = 0.0800
plain SF-CIS root 3: 0.07934 Eh, <S^2> = 0.1858
plain SF-CIS root 4: 0.16604 Eh, <S^2> = 1.0243
|g|, |h|: 0.10162, 0.07228 Eh/bohr
cosine between g and h: 3.7e-12
largest translation component: 4.2e-07 Eh/bohr
pyramidalization: g.t = 0.000744, h.t = 3.9e-16 Eh/deg
twist: g.t = -9.7e-14, h.t = -0.001972 Eh/deg
gap, pyramidalize 1 deg: formula 0.001487, computed 0.001487 Eh
gap, twist 1 deg: formula 0.003944, computed 0.003944 Eh
gap, mixed direction: formula 0.001418, computed 0.001418 Eh
seam direction, gap at 0.01, 0.02 bohr: 2.305e-06, 9.190e-06 Eh
seam gap ratio on doubling the step: 3.987
loop radius in energy units: 0.0010 Eh
enclosing loop: sign -1, gap 0.001996 to 0.002003 Eh
enclosing loop, degeneracies if W12 is deleted: 2
outside loop: sign +1, gap 0.003249 to 0.006910 Eh
outside loop, degeneracies if W12 is deleted: 0
geometry without symmetry: +2 deg pyramidalization, +2 deg twist
  largest closed-shell SCF-to-single coupling: 5.8e-16 Eh
  lowest closed-shell orbital-Hessian eigenvalue: 0.05760 Eh
  same coupling with triplet orbitals: 0.10763 Eh
  spin-flip coupling |W12|: 0.003983 Eh
OK
```
